The Langmuir half-coverage pressure from equal chemical potentials, part 1

(Sections cited here and not found follow in the second part.)

## First half: two chemical potentials and one pressure

Q: You claim that the pressure at which a surface is half covered follows from a few properties of one molecule. I would have said that the binding energy settles it. If a molecule is bound by many times the thermal energy, it stays on the surface, and the surface fills.

A: The binding energy favours the surface, but the gas offers each molecule far more states. A molecule bound by 25 times the thermal energy gains a Boltzmann factor of about 10¹¹ by adsorbing. At low pressure the number of gas states available per molecule can be larger than that. The half-coverage pressure is where the two advantages balance, so we must count states on both sides.

Q: Then say first what surface you mean. Real surfaces have steps, defects and crowded molecules.

A: The model has M identical sites. Each is empty or holds one molecule, and a molecule on one site does not affect its neighbours. Above the surface is an ideal gas of the same molecules at temperature T and pressure P. Molecules pass freely between gas and surface, and we wait for equilibrium. With N molecules adsorbed, the coverage is θ = N/M. These are the Langmuir assumptions, and the consequences of breaking them can be estimated later.

I use atomic units in the algebra, so ħ = 1, and I write kT for the thermal energy. The zero of energy is a gas molecule at rest in its lowest rotational and intramolecular state. Both sides must use this same zero, or their chemical potentials cannot be compared.

Q: Why should chemical potentials be equal at all? Equal temperatures I accept, because energy is exchanged.

A: Here molecules are exchanged too, and the argument has the same form. Put the gas and the surface in a closed box with N_tot molecules. The probability of finding N of them adsorbed is proportional to the product of the two partition functions:

W(N) = Z_ads(N) Z_gas(N_tot − N).

At the most probable N the derivative of ln W vanishes. The gas number falls by one when N rises by one, so the second term carries a minus sign:

∂ln Z_ads/∂N − ∂ln Z_gas/∂N_gas = 0.

The chemical potential is defined by

μ = −kT ∂ln Z/∂N, at fixed T and fixed volume or number of sites.

Multiplying the previous line by −kT therefore gives μ_ads = μ_gas. We need the two partition functions.

Q: Start with the gas. How do you count the states of a freely moving molecule?

A: Take one direction and a box of length L. The standing waves have wave numbers nπ/L with n = 1, 2, 3, …, and energies n²π²/(2mL²), where m is the molecular mass. The sum of Boltzmann factors is

z = Σ exp(−a n²), a = π²/(2mL² kT).

For a box much longer than the wavelength defined below, a is tiny and the terms change slowly with n. The trapezoidal rule then equates the integral from zero to infinity with half the n = 0 term plus all the later terms. The n = 0 term equals 1 and is not a state, so

z ≈ ∫₀^∞ exp(−a n²) dn − 1/2 = (1/2)√(π/a) − 1/2.

Inserting a,

(1/2)√(π/a) = (1/2)√(2mL² kT/π) = L √(m kT/(2π)) = L/λ,

with the thermal wavelength

λ = √(2π/(m kT)).

In ordinary units the numerator under the root is 2πħ². The term −1/2 is smaller than L/λ by the factor λ/(2L), which is negligible for a vessel of visible size. Three directions multiply, and a volume V contributes V/λ³.

Q: That would do for an atom. A molecule also turns.

A: Yes, and for that reason the binding energy, λ and the vibrations of the adsorbed molecule are not enough. They suffice for a structureless particle. A molecule that binds in a fixed orientation gives up its free rotation, and the gas must be credited with it.

For a bent molecule with principal moments of inertia I₁, I₂, I₃, the rotational energy is Σ L_i²/(2I_i), where L_i are the angular momentum components along the body axes. When kT is large compared with the spacing of the rotational levels, we may integrate over phase space and divide by (2π)³, which is Planck's constant cubed when ħ = 1.

Q: Phase space uses Euler angles and their conjugate momenta, not your L_i. Where is the Jacobian?

A: The angular velocities in terms of the Euler angles φ, ϑ, ψ are

ω₁ = −φ̇ sin ϑ cos ψ + ϑ̇ sin ψ,
ω₂ = φ̇ sin ϑ sin ψ + ϑ̇ cos ψ,
ω₃ = φ̇ cos ϑ + ψ̇.

The kinetic energy is Σ I_i ω_i²/2, and L_i = I_i ω_i. Differentiating it with respect to each angular rate gives the conjugate momenta:

p_φ = −L₁ sin ϑ cos ψ + L₂ sin ϑ sin ψ + L₃ cos ϑ,
p_ϑ = L₁ sin ψ + L₂ cos ψ,
p_ψ = L₃.

The determinant of these coefficients is −sin ϑ (cos²ψ + sin²ψ) = −sin ϑ, so dp_φ dp_ϑ dp_ψ = sin ϑ dL₁ dL₂ dL₃. The integral over the angles, including sin ϑ, is 2π · 2 · 2π = 8π². Each momentum integral is a Gaussian:

∫ exp(−L_i²/(2I_i kT)) dL_i = √(2π I_i kT).

Collecting the factors,

(8π²/(8π³)) ∏ √(2π I_i kT) = (1/π) π^(3/2) ∏ √(2I_i kT) = √π ∏ √(2I_i kT).

Q: For water, turning the molecule by half a turn about its symmetry axis puts each proton where the other was. You have counted that as a new orientation.

A: I have, and it must be corrected, because the protons are identical. The angular range covers each distinct arrangement twice. For water, therefore,

q_rot = (√π/2) ∏ √(2I_i kT).

The quantum count agrees. Two proton spins have four states: three are symmetric under exchange and one is antisymmetric. Protons are fermions, so the three go with rotational states that are odd under the half turn, and the one goes with even states. When many levels are occupied, odd and even states each make up half of the rotational sum, and the average weight is (3 + 1)/2 = 2. That is the four spin states times the same factor 1/2. I leave out the factor 4 because the adsorbed molecule has it as well.

Q: And the stretching and bending inside the molecule?

A: I assume that adsorption changes neither these vibrations nor the electronic state. Their partition functions then appear equally on both sides and cancel. This is an approximation, and its failure can be sized.

The gas of N_gas independent molecules has

Z_gas = (V q_rot/λ³)^N_gas / N_gas!.

The factorial removes the counting of permuted molecules as separate states. It is correct when two molecules rarely compete for the same state, that is, when the number density times λ³ is far below one.

Q: Now give me its chemical potential, with the sign traced.

A: For large N_gas, Stirling's formula is ln N_gas! ≈ N_gas ln N_gas − N_gas, and its derivative is ln N_gas. Hence

∂ln Z_gas/∂N_gas = ln(V q_rot/λ³) − ln N_gas = ln(V q_rot/(N_gas λ³)).

The ideal gas law gives V/N_gas = kT/P. Multiplying by −kT turns the logarithm's argument over:

μ_gas = kT ln(Pλ³/(kT q_rot)).

It rises with pressure, as it should: a denser gas has fewer free states per molecule and gives molecules up more readily. Free rotation lowers it, because it makes the gas a more favourable place.

Q: On the surface, what replaces the translation and rotation?

A: Six vibrations. The three translations become one motion against the surface and two along it. The three rotations become librations, which are small rocking motions about the bound orientation. I call these six the external modes.

Let the bottom of the potential well lie at energy −ε, with ε > 0. Thus ε is the well depth from the minimum to the molecule at rest in the gas. Near the minimum the potential is taken as quadratic. A mode of frequency ω has levels (n + 1/2)ω above the bottom, with n = 0, 1, 2, …. Writing x = ω/kT, its partition function is a geometric series:

Σ exp(−(n + 1/2)x) = exp(−x/2)/(1 − exp(−x)) = 1/(exp(x/2) − exp(−x/2)) = 1/(2 sinh(x/2)).

In the second step numerator and denominator were multiplied by exp(x/2). For all six modes,

q_vib = ∏ 1/(2 sinh(ω_i/(2kT))).

The zero-point energy is inside q_vib. The Boltzmann factor of the well bottom is exp(+ε/kT), so one adsorbed molecule contributes q_vib exp(ε/kT).

Q: You divided the rotations of the gas by two. What about the bound molecule?

A: It has two equivalent wells, related by the half turn that exchanges the protons. Counting both and dividing by two leaves one well, which is what I have written. This assumes that a site offers only one bound orientation. A site with g distinct orientations of equal energy multiplies q_vib by g. The four spin states are present here too, so they do cancel.

Q: I see no factorial in what you have said about the surface. Are adsorbed molecules suddenly distinguishable?

A: No. The sites are distinguishable, because they are fixed in space. A configuration is specified by which sites are filled, and exchanging two molecules gives no new configuration. There are M!/(N!(M − N)!) ways to choose the filled sites, so

Z_ads = [M!/(N!(M − N)!)] [q_vib exp(ε/kT)]^N.

Using Stirling's formula for each factorial, the linear terms −M + N + (M − N) cancel, and the logarithm of the number of choices becomes

M ln M − N ln N − (M − N) ln(M − N).

Its derivative with respect to N is −ln N − 1 + ln(M − N) + 1 = ln((M − N)/N). Therefore

μ_ads = −kT [ln((M − N)/N) + ln q_vib + ε/kT].

Dividing N and M − N by M, and moving the minus sign into the first logarithm,

μ_ads = −ε − kT ln q_vib + kT ln(θ/(1 − θ)).

The last term is the cost of finding a place. It is negative on a nearly empty surface, where there are many choices, and positive on a nearly full one.

Q: So now I set the two equal.

A: Do so, and divide by kT:

ln(Pλ³/(kT q_rot)) = −ε/kT − ln q_vib + ln(θ/(1 − θ)).

Exponentiate both sides:

Pλ³/(kT q_rot) = [exp(−ε/kT)/q_vib] θ/(1 − θ).

At half coverage θ/(1 − θ) = 1. The pressure there is

P_half = (kT/λ³)(q_rot/q_vib) exp(−ε/kT).

At any other coverage P/P_half = θ/(1 − θ). Multiplying out, P(1 − θ) = P_half θ, so P = (P + P_half)θ, and

θ = P/(P + P_half).

Far below P_half the coverage is proportional to pressure, θ ≈ P/P_half. Far above it the empty fraction is 1 − θ ≈ P_half/P.

Q: You used the most probable N. Might the actual number wander far from it?

A: The second derivative of ln W is

−1/N − 1/(M − N) − 1/N_gas.

It is negative for every N, so there is one maximum. Near it W is a Gaussian whose variance is the inverse of the sum of those three positive terms. That variance is smaller than N(M − N)/M, which is at most M/4. The coverage thus fluctuates by at most about 1/(2√M), which vanishes for a large surface.

Q: Can you read the formula without algebra?

A: Divide by kT to obtain the gas density at half coverage:

P_half/kT = (q_rot/λ³) / (q_vib exp(ε/kT)).

The numerator counts thermally accessible gas states per unit volume. The denominator counts those of one site, weighted by the binding. At half coverage the gas has one molecule in the volume whose states match those of one site.

Q: The thermal wavelength is a quantum quantity. If every motion were classical, Planck's constant should disappear.

A: It does. Take a structureless particle, with q_rot = 1 and three modes, each with ω far below kT. Then 2 sinh(ω/(2kT)) ≈ ω/kT, and q_vib ≈ (kT)³/(ω₁ω₂ω₃). Since 1/λ³ = (m kT/(2π))^(3/2),

P_half ≈ kT (m kT/(2π))^(3/2) [ω₁ω₂ω₃/(kT)³] exp(−ε/kT) = (kT/v) exp(−ε/kT),

v = (2πkT/m)^(3/2)/(ω₁ω₂ω₃).

The volume v is the space in which the bound particle rattles, since each factor √(2πkT/m)/ω is the integral of its classical Boltzmann factor along one direction. No ħ remains. A stiff mode behaves differently: with ω far above kT its factor tends to exp(−ω/(2kT)), and it contributes its zero-point energy alone.

## Second half: water on an oxide, and what the model omits

Q: Before you put in numbers, remind me what the symbols mean.

A: The first half gave

θ = P/(P + P_half), P_half = (kT/λ³)(q_rot/q_vib) exp(−ε/kT).

Here θ is the filled fraction of sites, P the gas pressure and m the molecular mass. The thermal wavelength is λ = √(2π/(m kT)) with ħ = 1. The well depth ε is measured from the potential minimum to the molecule at rest in the gas. The factor q_rot describes free rotation in the gas. The factor q_vib = ∏ 1/(2 sinh(ω_i/(2kT))) describes the six external modes on the surface and includes their zero-point energy.

Q: Then take a case with some use.

A: Consider water held as a whole molecule on aluminium oxide, as may happen during the water step of atomic layer deposition. The temperature is 373 K, so kT = 0.03214 eV. I take ε = 0.80 eV and a site spacing of 5.0 angstrom on a square lattice. The mode quanta are 0.010 eV for each motion along the surface, 0.025 eV for the motion against it, and 0.050, 0.060 and 0.080 eV for the librations. These are rough typical values and do not describe one measured surface.

The wavelength is λ = 0.213 angstrom, which gives kT/λ³ = 4.00 × 10⁹ Torr. A bond length of 0.96 angstrom and an angle of 104.5° give q_rot = 60.4. Summing the quantum rotational levels with their proton-spin weights gives 61.2, so the classical value is about 1 per cent low.

For a mode along the surface, ω/(2kT) = 0.010/0.0643 = 0.1555, and 1/(2 sinh 0.1555) = 3.20. The product over all six modes is

q_vib = 3.20 × 3.20 × 1.254 × 0.582 × 0.465 × 0.314 = 1.09.

The Boltzmann factor is exp(−24.89) = 1.55 × 10⁻¹¹. Hence

P_half = 4.00 × 10⁹ Torr × (60.4/1.09) × 1.55 × 10⁻¹¹ = 3.4 Torr,

or about 460 Pa.

The half-coverage pressure follows from equal chemical potentials in the gas and on the surface, and for water on aluminium oxide at 373 K, with the rough inputs chosen, it is about 3.4 Torr. It remains to see how this value depends on its inputs, what coverage a dose produces and how quickly, and how much the effects left out of the model change the result.

All numerical values are calculated from the stated model.
